# Spectrum of a nitroxide biradical as the exchange coupling grows: test program

```python
"""CW EPR spectrum of a nitroxide biradical as a function of J/a.

Result under test: for nuclear projections m1, m2 (each -1, 0, 1), with
M = m1+m2, d = a(m1-m2), R = sqrt(J^2+d^2), the offsets from the centre are
  main lines  a*M/2 +- (R-|J|)/2, weight 1+|J|/R
  satellites  a*M/2 +- (R+|J|)/2, weight 1-|J|/R
Satellites lie inside the frame [-a, a] only for 0 < |J| < 4a/3.
a = 14N hyperfine coupling, J = exchange coupling in H = J S1.S2;
all energies are divided by g*mu_B and expressed in mT.
Weights are squared matrix elements of the total S+ operator.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

a = 1.5                      # mT
g = 2.006
microwave_GHz = 9.5
width_pp = 0.15              # mT, derivative peak-to-peak width
sigma = width_pp / 2         # Gaussian standard deviation
mu_B = const.physical_constants["Bohr magneton"][0]
MHz_per_mT = g * mu_B / const.h * 1e-3 / 1e6
B0 = microwave_GHz * 1e3 / MHz_per_mT

# Spin matrices; raising operators are real, lowering ones their transposes.
sz, sp = np.diag([0.5, -0.5]), np.array([[0.0, 1.0], [0.0, 0.0]])
iz, ip = np.diag([1.0, 0.0, -1.0]), np.sqrt(2) * np.eye(3, k=1)


def embed(op, site):
    """Place an operator on site 0, 1 (electrons) or 2, 3 (nuclei)."""
    out = np.eye(1)
    for k, dim in enumerate((2, 2, 3, 3)):
        out = np.kron(out, op if k == site else np.eye(dim))
    return out


Z = [embed(sz, 0), embed(sz, 1), embed(iz, 2), embed(iz, 3)]
P = [embed(sp, 0), embed(sp, 1), embed(ip, 2), embed(ip, 3)]


def flipflop(i, j):
    return 0.5 * (P[i] @ P[j].T + P[i].T @ P[j])


def diagonalized_lines(J, field, secular=True):
    """Offsets and weights from the complete 36-state Hamiltonian."""
    H = field * (Z[0] + Z[1]) + J * (Z[0] @ Z[1] + flipflop(0, 1))
    H = H + a * (Z[0] @ Z[2] + Z[1] @ Z[3])
    if not secular:
        H = H + a * (flipflop(0, 2) + flipflop(1, 3))
    E, V = np.linalg.eigh(H)
    W = (V.T @ (P[0] + P[1]) @ V) ** 2
    X = E[:, None] - E[None, :] - field
    keep = W > 1e-12
    return X[keep], W[keep]


def electron_lines(J, m1, m2):
    """Rows (offset, weight, singlet content) from a 4x4 diagonalization."""
    one = np.eye(2)
    z1, z2 = np.kron(sz, one), np.kron(one, sz)
    p1, p2 = np.kron(sp, one), np.kron(one, sp)
    H = (B0 + a * m1) * z1 + (B0 + a * m2) * z2
    H = H + J * (z1 @ z2 + 0.5 * (p1 @ p2.T + p1.T @ p2))
    E, V = np.linalg.eigh(H)
    W = (V.T @ (p1 + p2) @ V) ** 2
    singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
    rows = []
    for k in (1, 2):
        content = (singlet @ V[:, k]) ** 2
        rows.append((E[3] - E[k] - B0, W[3, k], content))
        rows.append((E[k] - E[0] - B0, W[k, 0], content))
    return np.array(rows)


def formula_lines(J):
    """Main lines and satellites of all nine nuclear configurations."""
    main, sat = [], []
    for m1 in (-1, 0, 1):
        for m2 in (-1, 0, 1):
            centre, R = a * (m1 + m2) / 2, np.hypot(J, a * (m1 - m2))
            q = abs(J) / R if R > 0 else 1.0
            for s in (-1, 1):
                main.append((centre + s * (R - abs(J)) / 2, 1 + q))
                sat.append((centre + s * (R + abs(J)) / 2, 1 - q))
    return np.array(main), np.array(sat)


def all_formula(J):
    both = np.vstack(formula_lines(J))
    return both[:, 0], both[:, 1]


def absorption(lines, grid):
    out = np.zeros_like(grid)
    for x, w in zip(*lines):
        out += w * np.exp(-0.5 * ((grid - x) / sigma) ** 2)
    return out


def derivative(lines, grid):
    out = np.zeros_like(grid)
    for x, w in zip(*lines):
        u = (grid - x) / sigma
        out -= w * u * np.exp(-0.5 * u ** 2)
    return out


# The formula against complete diagonalization, for both signs of J.
wide = np.linspace(-20, 20, 8001)
for ratio in (0.0, 0.05, 0.75, -0.75, 4 / 3, 3.0, -3.0, 10.0):
    numeric = absorption(diagonalized_lines(ratio * a, B0), wide)
    derived = absorption(all_formula(ratio * a), wide)
    assert np.max(np.abs(numeric - derived)) < 1e-7

# Satellite weight equals twice the missing singlet content.
for ratio in (0.3, 4 / 3, 5.0):
    rows = electron_lines(ratio * a, 1, 0)
    assert np.allclose(rows[:, 1], 2 * (1 - rows[:, 2]), atol=1e-9)
    expected = (1 + ratio / np.hypot(ratio, 1)) / 2
    assert abs(rows[:, 2].max() - expected) < 1e-9

# Crossings of the inward satellite, found from numerical eigenvalues.
def inward_satellite(ratio):
    return electron_lines(ratio * a, 1, 0)[:, 0].min()


cross_half = brentq(lambda r: inward_satellite(r) + a / 2, 0.1, 3)
cross_edge = brentq(lambda r: inward_satellite(r) + a, 0.1, 3)
assert abs(cross_half - 3 / 4) < 1e-8
assert abs(cross_edge - 4 / 3) < 1e-8


def satellites_inside(ratio):
    count = 0
    for m1 in (-1, 0, 1):
        for m2 in (-1, 0, 1):
            for x, w, content in electron_lines(ratio * a, m1, m2):
                count += (w > 1e-9 and content > 0.5 and abs(x) < a)
    return count


assert satellites_inside(0.2) > 0 and satellites_inside(1.3) > 0
assert all(satellites_inside(r) == 0 for r in (1.37, 2.0, 5.0, 30.0))

# The second moment does not depend on J.
for ratio in (0.0, 0.75, 3.0, 100.0):
    x, w = diagonalized_lines(ratio * a, B0)
    assert abs(np.sum(w * x**2) / np.sum(w) / a**2 - 2 / 3) < 1e-7

# Strong exchange: integrated groups, satellite share, moment shares.
x, w = diagonalized_lines(100 * a, B0)
groups = np.array([w[np.abs(x - k * a / 2) < a / 8].sum()
                   for k in range(-2, 3)])
groups = groups / groups[0]
assert np.allclose(groups, [1, 2, 3, 2, 1], atol=1e-3)
inside = np.abs(x) < a + 1e-6
share_far = w[~inside].sum() / w.sum()
assert abs(share_far * 3 * 100**2 - 1) < 1e-3
moment_main = np.sum((w * x**2)[inside]) / w.sum() / a**2
moment_sat = np.sum((w * x**2)[~inside]) / w.sum() / a**2
assert abs(moment_main - 1 / 3) < 1e-3 and abs(moment_sat - 1 / 3) < 1e-3

# Error of the high-field form: it must fall as the inverse field.
fine = np.linspace(-2.25, 2.25, 4501)
reference = absorption(all_formula(0.75 * a), fine)
errors = []
for field in (B0, 10 * B0):
    complete = absorption(diagonalized_lines(0.75 * a, field, False), fine)
    errors.append(np.max(np.abs(complete - reference)) / reference.max())
assert 8 < errors[0] / errors[1] < 12 and errors[0] < 0.1


def count_maxima(ratio):
    """Absorption maxima above 1 percent of the highest, near the frame."""
    grid = np.linspace(-1.8, 1.8, 3601)
    y = absorption(all_formula(ratio * a), grid)
    mid = y[1:-1]
    peak = (mid > y[:-2]) & (mid >= y[2:]) & (mid > 0.01 * y.max())
    return int(peak.sum())


assert count_maxima(0.0) == 3 and count_maxima(0.05) == 3
assert count_maxima(100.0) == 5


def amplitudes(ratio):
    """Derivative peak-to-peak amplitudes at -a, -a/2 and 0."""
    grid = np.linspace(-2.25, 2.25, 9001)
    y = derivative(diagonalized_lines(ratio * a, B0), grid)
    amp = [np.ptp(y[np.abs(grid - k * a / 2) < a / 4]) for k in (-2, -1, 0)]
    return np.array(amp) / amp[0]


# Small-displacement law for the derivative amplitudes.
shift = a / 100              # a^2/J at J = 100 a
law_centre = 1 + 2 * (1 - (shift / sigma) ** 2)
law_next = 2 * (1 - (shift / 4 / sigma) ** 2)
amp100 = amplitudes(100.0)
assert abs(amp100[2] - law_centre) < 0.005
assert abs(amp100[1] - law_next) < 0.002

print(f"a = {a:.3f} mT = {a * MHz_per_mT:.2f} MHz; g = {g:.4f}")
print(f"microwave frequency = {microwave_GHz:.2f} GHz")
print(f"centre field B0 = {B0:.2f} mT")
print(f"peak-to-peak width = {width_pp:.3f} mT; sigma = {sigma:.3f} mT")
print("offsets in mT; w = weight per line (no unit), total 36")
for ratio in (0.05, 0.75, 4 / 3, 3.0, 10.0, 100.0):
    J = ratio * a
    print(f"J/a = {ratio:.4f}: J = {J:.3f} mT = {J * MHz_per_mT:.1f} MHz")
    for m1, m2, name in ((1, 0, "(1,0) "), (1, -1, "(1,-1)")):
        rows = electron_lines(J, m1, m2)
        for label, pick in (("main", rows[:, 2] < 0.5),
                            ("sat.", rows[:, 2] > 0.5)):
            lo, hi = np.sort(rows[pick, 0])
            weight = rows[pick, 1].mean()
            print(f"  {name} {label} {lo:+.4f}, {hi:+.4f}; w = {weight:.6f}")
    main, sat = formula_lines(J)
    total = main[:, 1].sum() + sat[:, 1].sum()
    share = 100 * sat[:, 1].sum() / total
    within = np.abs(sat[:, 0]) <= a + 1e-9
    share_in = 100 * sat[within, 1].sum() / total
    print(f"  sat. share {share:.4f} %, in frame or at edge {share_in:.4f} %;"
          f" maxima {count_maxima(ratio)}")
print(f"maxima at J = 0: {count_maxima(0.0)}")
print(f"inward satellite at -a/2 for J/a = {cross_half:.6f}")
print(f"inward satellite at -a for J/a = {cross_edge:.6f}")
content = electron_lines(4 * a / 3, 1, 0)[:, 2].max()
print(f"singlet content there = {content:.4f}")
print("integrated groups, J/a = 100: "
      + " : ".join(f"{v:.4f}" for v in groups))
print(f"second moment / a^2, J/a = 100: main {moment_main:.5f},"
      f" sat. {moment_sat:.5f}")
for ratio in (10.0, 30.0, 100.0):
    amp = amplitudes(ratio)
    print(f"derivative amplitudes, J/a = {ratio:.0f}: "
          + " : ".join(f"{v:.3f}" for v in amp))
print(f"small-shift law, J/a = 100: 1 : {law_next:.3f} : {law_centre:.3f}")
print(f"high-field error, J/a = 0.75: {100 * errors[0]:.2f} % of top at B0,"
      f" {100 * errors[1]:.2f} % at 10 B0")
print("success")
```

Printed output:

```
a = 1.500 mT = 42.11 MHz; g = 2.0060
microwave frequency = 9.50 GHz
centre field B0 = 338.36 mT
peak-to-peak width = 0.150 mT; sigma = 0.075 mT
offsets in mT; w = weight per line (no unit), total 36
J/a = 0.0500: J = 0.075 mT = 2.1 MHz
  (1,0)  main +0.0366, +1.4634; w = 1.049938
  (1,0)  sat. -0.0384, +1.5384; w = 0.950062
  (1,-1) main -1.4630, +1.4630; w = 1.024992
  (1,-1) sat. -1.5380, +1.5380; w = 0.975008
  sat. share 31.9459 %, in frame or at edge 10.5562 %; maxima 3
J/a = 0.7500: J = 1.125 mT = 31.6 MHz
  (1,0)  main +0.3750, +1.1250; w = 1.600000
  (1,0)  sat. -0.7500, +2.2500; w = 0.400000
  (1,-1) main -1.0395, +1.0395; w = 1.351123
  (1,-1) sat. -2.1645, +2.1645; w = 0.648877
  sat. share 16.0986 %, in frame or at edge 4.4444 %; maxima 9
J/a = 1.3333: J = 2.000 mT = 56.2 MHz
  (1,0)  main +0.5000, +1.0000; w = 1.800000
  (1,0)  sat. -1.5000, +3.0000; w = 0.200000
  (1,-1) main -0.8028, +0.8028; w = 1.554700
  (1,-1) sat. -2.8028, +2.8028; w = 0.445300
  sat. share 9.3922 %, in frame or at edge 2.2222 %; maxima 9
J/a = 3.0000: J = 4.500 mT = 126.3 MHz
  (1,0)  main +0.6283, +0.8717; w = 1.948683
  (1,0)  sat. -3.8717, +5.3717; w = 0.051317
  (1,-1) main -0.4542, +0.4542; w = 1.832050
  (1,-1) sat. -4.9542, +4.9542; w = 0.167950
  sat. share 3.0065 %, in frame or at edge 0.0000 %; maxima 9
J/a = 10.0000: J = 15.000 mT = 421.1 MHz
  (1,0)  main +0.7126, +0.7874; w = 1.995037
  (1,0)  sat. -14.2874, +15.7874; w = 0.004963
  (1,-1) main -0.1485, +0.1485; w = 1.980581
  (1,-1) sat. -15.1485, +15.1485; w = 0.019419
  sat. share 0.3261 %, in frame or at edge 0.0000 %; maxima 5
J/a = 100.0000: J = 150.000 mT = 4211.5 MHz
  (1,0)  main +0.7463, +0.7537; w = 1.999950
  (1,0)  sat. -149.2537, +150.7537; w = 0.000050
  (1,-1) main -0.0150, +0.0150; w = 1.999800
  (1,-1) sat. -150.0150, +150.0150; w = 0.000200
  sat. share 0.0033 %, in frame or at edge 0.0000 %; maxima 5
maxima at J = 0: 3
inward satellite at -a/2 for J/a = 0.750000
inward satellite at -a for J/a = 1.333333
singlet content there = 0.9000
integrated groups, J/a = 100: 1.0000 : 2.0000 : 2.9998 : 2.0000 : 1.0000
second moment / a^2, J/a = 100: main 0.33336, sat. 0.33331
derivative amplitudes, J/a = 10: 1.000 : 1.563 : 1.055
derivative amplitudes, J/a = 30: 1.000 : 1.945 : 2.265
derivative amplitudes, J/a = 100: 1.000 : 1.995 : 2.921
small-shift law, J/a = 100: 1 : 1.995 : 2.920
high-field error, J/a = 0.75: 4.27 % of top at B0, 0.43 % at 10 B0
success
```
